\section*{Renormalized single-excitation energy for Kohn–Sham orbitals, part 1}

(Sections cited here and not found follow in the second part.)

\section{The singles matrix element}

\noindent Q. In a correlation energy built on Hartree--Fock orbitals single excitations drop out at second order. Why should an energy built on Kohn--Sham orbitals need them, and what exactly couples to them?

\noindent A. I use Hartree atomic units and real spin orbitals; $i,j$ label occupied orbitals, $a,b$ virtual ones, and $p,q,r,s$ either. The reference $\Phi$ is the determinant of the $N$ lowest Kohn--Sham (KS) orbitals, which diagonalize $h+J+v_{xc}$ with eigenvalues $\varepsilon_p$. Here $h$ is the kinetic plus external operator and $J$ the Hartree operator. I assume a KS gap, $D_{ai}=\varepsilon_a-\varepsilon_i>0$, so that $\Phi$ is the nondegenerate ground state of $H_0=\sum_p\varepsilon_p c_p^\dagger c_p$. The Hamiltonian is
\begin{equation}
H=\sum_{pq}h_{pq}c_p^\dagger c_q+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,c_p^\dagger c_q^\dagger c_s c_r ,
\end{equation}
with $\langle pq\|rs\rangle$ antisymmetric in $p\leftrightarrow q$ and in $r\leftrightarrow s$. Apply Wick's theorem with respect to $\Phi$. The contraction of $c_p^\dagger$ with a $c_q$ to its right is $n_p\delta_{pq}$, with $n_p=1$ for occupied and $0$ for virtual orbitals. The single contractions of $c_p^\dagger c_q^\dagger c_s c_r$ are
\begin{equation}
n_p\delta_{pr}\{c_q^\dagger c_s\}+n_q\delta_{qs}\{c_p^\dagger c_r\}-n_p\delta_{ps}\{c_q^\dagger c_r\}-n_q\delta_{qr}\{c_p^\dagger c_s\},
\end{equation}
where braces mean normal order and each sign counts the operators that one partner must pass to reach the other (two, none, one, one). By the antisymmetry of the integral all four terms give the same $\tfrac14\sum_{pqj}\langle pj\|qj\rangle\{c_p^\dagger c_q\}$. The fully contracted terms add up to $E_\Phi=\langle\Phi|H|\Phi\rangle$. Hence
\begin{equation}
H=E_\Phi+\sum_{pq}f_{pq}\{c_p^\dagger c_q\}+H_2,\qquad f_{pq}=h_{pq}+\sum_j\langle pj\|qj\rangle ,
\label{normal}
\end{equation}
with $H_2$ the normal-ordered two-body part. The matrix $f=h+J-K$ is the Fock matrix built from the KS orbitals, $K$ being the exchange operator. Its $J$ is the same as in the KS operator, because both come from the density of $\Phi$, so
\begin{equation}
f_{pq}=\varepsilon_p\delta_{pq}+v_{pq},\qquad v=-K-v_{xc}.
\end{equation}
In the Rayleigh--Schr\"odinger partition with $H_0$ the perturbation is a constant, plus $\sum v_{pq}\{c_p^\dagger c_q\}$, plus $H_2$.

Let $\Phi_i^a=c_a^\dagger c_i\Phi$. In $\langle\Phi|c_i^\dagger c_a\,H|\Phi\rangle$ every operator inside braces must be contracted with one outside. $H_2$ has four operators and only two partners are available, so it gives zero. The one-body term gives $\langle\Phi|c_i^\dagger c_a c_p^\dagger c_q|\Phi\rangle=\delta_{ap}\delta_{iq}$. Therefore
\begin{equation}
\langle\Phi_i^a|H|\Phi\rangle=f_{ai}=v_{ai},
\end{equation}
the last step because $\varepsilon$ is diagonal. Mixing $\psi_i\to\psi_i+s\psi_a$ turns $\Phi$ into $\Phi+s\Phi_i^a$ and changes $\langle H\rangle$ by $2sf_{ai}+O(s^2)$, so $f_{ai}$ is half the orbital gradient. Hartree--Fock (HF) orbitals make the gradient vanish, which is Brillouin's theorem. KS orbitals make a different functional stationary, so nothing forces $f_{ai}$ to vanish, apart from symmetry or special cases in which the KS and HF occupied spaces coincide. Second-order perturbation theory then contains
\begin{equation}
E_{\rm SE}=-\sum_{ai}\frac{f_{ai}^2}{D_{ai}} .
\label{SE}
\end{equation}
The ring sum of the random-phase approximation is built from $H_2$ alone and contains no $f_{ai}$, so this term is absent from it.

\noindent Q. Then add Eq.~\eqref{SE} and stop. What is wrong with it?

\noindent A. Its denominator is the KS gap. If $D_{ai}\to0$ for a pair with $f_{ai}\ne0$, the term diverges. Even away from that limit the higher orders need not be small, because once the excitation $i\to a$ exists, the operator $v$ acts on the particle and on the hole, and each action costs only another factor $1/D$. In the magnesium atom treated below, the ratio $(v_{aa}-v_{ii})/D_{ai}$ reaches 0.71 among the pairs that contribute, in the basis used there.

\section{Insertions on the particle and hole lines}

\noindent Q. Which higher-order terms do you keep? ``Insertions of $v$'' is not a definition.

\noindent A. Split $v$ into the blocks $v_{oo}$, $v_{vv}$, $v_{vo}=v_{ov}^{T}$ and define the one-body problem
\begin{equation}
H(\lambda,\mu)=H_0+\lambda V_1+\mu V_2,\quad
V_1=\sum_{ij}v_{ij}c_i^\dagger c_j+\sum_{ab}v_{ab}c_a^\dagger c_b,\quad
V_2=\sum_{ai}v_{ai}\,(c_a^\dagger c_i+c_i^\dagger c_a).
\end{equation}
The renormalized singles energy is the coefficient of $\mu^2$ in the ground-state energy, to all orders in $\lambda$, at $\lambda=1$. These are the terms of the full perturbation series that contain $v_{ov}$ twice, $v_{oo}$ and $v_{vv}$ any number of times, and $H_2$ never.

\noindent Q. $V_1$ acting on a singly excited determinant sees all $N$ electrons. Does that not bring in $\sum_jv_{jj}$, which grows with the size of the system?

\noindent A. It does, and it cancels. From the anticommutation rules, $[c_p^\dagger c_q,c_b^\dagger]=\delta_{qb}c_p^\dagger$ and $[c_p^\dagger c_q,c_j]=-\delta_{pj}c_q$. Also $V_1\Phi=\tau\Phi$ with $\tau=\mathrm{Tr}\,v_{oo}$, because $c_i^\dagger c_j\Phi=\delta_{ij}\Phi$ and $c_b\Phi=0$. Moving $V_1$ to the right through $c_b^\dagger c_j$,
\begin{align}
V_1c_b^\dagger c_j\Phi&=[V_1,c_b^\dagger]c_j\Phi+c_b^\dagger[V_1,c_j]\Phi+c_b^\dagger c_jV_1\Phi\nonumber\\
&=\sum_av_{ab}\Phi_j^a-\sum_iv_{ji}\Phi_i^b+\tau\,\Phi_j^b .
\end{align}
Projecting on $\Phi_i^a$,
\begin{equation}
\langle\Phi_i^a|V_1|\Phi_j^b\rangle=\tau\,\delta_{ij}\delta_{ab}+W_{ai,bj},\qquad W_{ai,bj}=\delta_{ij}v_{ab}-\delta_{ab}v_{ji}.
\label{W}
\end{equation}
The minus sign on the hole term comes from the second commutator: a hole is a missing electron, and lowering its level raises the excitation energy.

Now expand $\Psi=\sum\mu^m\lambda^n\psi^{(m,n)}$ and $E=\sum\mu^m\lambda^nE^{(m,n)}$ with $\psi^{(0,0)}=\Phi$ and all other $\psi^{(m,n)}$ orthogonal to $\Phi$. At $\mu=0$, $\Phi$ is an exact eigenstate of $H_0+\lambda V_1$ with energy $E_0+\lambda\tau$, where $E_0=\sum_j\varepsilon_j$. So $\psi^{(0,n)}=0$ for $n\ge1$, $E^{(0,1)}=\tau$, and $E^{(0,n)}=0$ for $n\ge2$. Projecting the Schr\"odinger equation on $\Phi$ gives
\begin{equation}
E^{(m,n)}=\langle\Phi|V_2|\psi^{(m-1,n)}\rangle+\langle\Phi|V_1|\psi^{(m,n-1)}\rangle .
\end{equation}
For $m\ge1$ the second term is $\tau\langle\Phi|\psi^{(m,n-1)}\rangle=0$. Then $E^{(1,n)}=0$, since $\langle\Phi|V_2|\Phi\rangle=0$, and $E^{(2,n)}=\langle\Phi|V_2|\psi^{(1,n)}\rangle$. The terms of order $\mu\lambda^n$ in $(H-E)\Psi=0$ are
\begin{align}
(H_0-E_0)\psi^{(1,0)}&=-V_2\Phi,\\
(H_0-E_0)\psi^{(1,n)}&=-(V_1-E^{(0,1)})\,\psi^{(1,n-1)},\qquad n\ge1 .
\end{align}
The renormalization term $E^{(0,1)}=\tau$ removes the extensive piece of Eq.~\eqref{W}, and only $W$ is left. $V_2\Phi$ is a sum of singles and $V_1$ maps singles to singles, so $\psi^{(1,n)}=\sum_{ai}T^{(n)}_{ai}\Phi_i^a$. Double excitations first occur in $\psi^{(2,n)}$ and do not enter the order $\mu^2$. With $(H_0-E_0)\Phi_i^a=D_{ai}\Phi_i^a$ and $\langle\Phi|V_2|\Phi_i^a\rangle=f_{ai}$,
\begin{align}
T^{(0)}_{ai}&=-\frac{f_{ai}}{D_{ai}},\nonumber\\
T^{(n+1)}_{ai}&=-\frac{1}{D_{ai}}\Big(\sum_bv_{ab}T^{(n)}_{bi}-\sum_jT^{(n)}_{aj}v_{ji}\Big),\nonumber\\
E_n&\equiv E^{(2,n)}=\sum_{ai}f_{ai}T^{(n)}_{ai}.
\label{rec}
\end{align}
The term $E_0$ of this series is $E_{\rm SE}$; from here on $E_n$ always means a term of Eq.~\eqref{rec}.

\section{The diagonal sum}

\noindent Q. Keep only $v_{aa}$ and $v_{ii}$. What do you get?

\noindent A. Each pair then decouples: $T^{(n+1)}_{ai}=-x_{ai}T^{(n)}_{ai}$ with $x_{ai}=(v_{aa}-v_{ii})/D_{ai}$, so
\begin{equation}
E_n=-\sum_{ai}\frac{f_{ai}^2}{D_{ai}}(-x_{ai})^n .
\end{equation}
The binomial expansion $(v_{aa}-v_{ii})^n=\sum_k\binom nk v_{aa}^k(-v_{ii})^{n-k}$ shows what is summed: $k$ insertions on the particle line and $n-k$ on the hole line, in each of their $\binom nk$ orderings. For $|\lambda x|<1$ the geometric series gives $\sum_n(-\lambda x)^n=1/(1+\lambda x)$. At $\lambda=1$, $D_{ai}(1+x_{ai})=\varepsilon_a+v_{aa}-\varepsilon_i-v_{ii}=f_{aa}-f_{ii}$, and
\begin{equation}
E_{\rm diag}=-\sum_{ai}\frac{f_{ai}^2}{f_{aa}-f_{ii}} .
\label{diag}
\end{equation}
The KS gap is replaced by a difference of diagonal Fock elements in the KS orbitals. If $v_{aa}=v_{ii}$ the shifts cancel and $E_{\rm SE}$ returns.

\noindent Q. You slipped in $|x|<1$. But you motivated all this by small $D$, where $x$ is large. Then the series you claim to sum has no sum.

\noindent A. The objection is right, and ``summing to infinite order'' holds literally only when $|x_{ai}|<1$ for every pair with $f_{ai}\neq0$. Since $1+x$ is the ratio of the Fock difference to the KS gap, $x>1$ as soon as that ratio exceeds two. Equation~\eqref{diag} is then the analytic continuation in $\lambda$. The function $1/(1+\lambda x)$ has its only pole at $\lambda=-1/x$. For $x>1$ the pole lies between $-1$ and $0$: it limits the radius of convergence of the Taylor series but does not lie on the path from $\lambda=0$ to $\lambda=1$. The case $x\le-1$, meaning $f_{aa}\le f_{ii}$, puts the pole on that path. At $x=-1$ the term diverges. For $x<-1$ it is finite, but $\Phi$ is no longer the ground state of $H_0+V_1$ (with $V_1$ diagonal here), so the formula does not give the ground-state energy.

\section{Off-diagonal insertions}

\noindent Q. Nothing makes $v_{ab}$ and $v_{ij}$ small off the diagonal. With them the series is no longer geometric pair by pair. How do you sum it?

\noindent A. Suppose first that $T=\sum_nT^{(n)}$ converges. Multiply the recursion by $D_{ai}$ and add all orders:
\begin{equation}
D_{ai}T_{ai}=-f_{ai}-(v_{vv}T-Tv_{oo})_{ai}.
\end{equation}
Since $D_{ai}T_{ai}=(\varepsilon_{vv}T-T\varepsilon_{oo})_{ai}$ with the diagonal matrices of KS eigenvalues, moving everything with $T$ to the left and using $f=\varepsilon+v$ gives a Sylvester equation,
\begin{equation}
LT\equiv f_{vv}T-Tf_{oo}=-f_{vo},\qquad E_{\rm rSE}=\mathrm{Tr}(f_{ov}T)=\langle f_{vo},T\rangle ,
\label{syl}
\end{equation}
where $\langle X,Y\rangle=\mathrm{Tr}\,X^TY$. Diagonalize the two blocks separately, $f_{oo}=U_o\tilde f_oU_o^T$ and $f_{vv}=U_v\tilde f_vU_v^T$, with orthogonal $U$ and eigenvalues $\tilde f_i$, $\tilde f_a$. Multiply Eq.~\eqref{syl} by $U_v^T$ from the left and $U_o$ from the right, and set $\tilde T=U_v^TTU_o$, $\tilde f_{vo}=U_v^Tf_{vo}U_o$. Then $(\tilde f_a-\tilde f_i)\tilde T_{ai}=-\tilde f_{ai}$. The trace is unchanged, $\mathrm{Tr}\,\tilde f_{vo}^T\tilde T=\mathrm{Tr}\,U_o^Tf_{ov}U_vU_v^TTU_o=\mathrm{Tr}\,f_{ov}T$, so
\begin{equation}
E_{\rm rSE}=-\sum_{ai}\frac{\tilde f_{ai}^2}{\tilde f_a-\tilde f_i}.
\label{rSE}
\end{equation}
The rotated orbitals are called semicanonical. They span the same occupied space, so $\Phi$ and $f$ as an operator are untouched. I assume a Fock gap, called condition G: every $\tilde f_a$ lies above every $\tilde f_i$. The eigenvalues of $L$ are the differences $\tilde f_a-\tilde f_i$, so G says that $L$ is positive definite. For a closed shell in spatial orbitals the two spins give equal sums and every singles energy carries a factor 2.

\noindent Q. Again you supposed convergence. When does it hold, and what does Eq.~\eqref{rSE} mean when it does not?

\noindent A. Treat the $K$ pairs $(ai)$ as one index, so that $D$ is a positive diagonal matrix and $W$ a symmetric one. The recursion reads $T^{(n)}=-(-D^{-1}W)^nD^{-1}f$. Insert $D^{-1}=D^{-1/2}D^{-1/2}$ and define $M=D^{-1/2}WD^{-1/2}$, $g=D^{-1/2}f$; then $E_n=-g^T(-M)^ng$. $M$ is symmetric, with real eigenvalues $w_k$, and $g_k$ is the component of $g$ along eigenvector $k$:
\begin{equation}
E_n=-\sum_kg_k^2(-w_k)^n,\qquad E(\lambda)=-\sum_k\frac{g_k^2}{1+\lambda w_k}.
\label{spec}
\end{equation}
At $\lambda=1$ the series converges if and only if $|w_k|<1$ for every $k$ with $g_k\neq0$: the even terms are sums of one sign, so a weighted $|w_k|\geq1$ keeps them from tending to zero. When one weighted eigenvalue is largest in modulus, $E_{n+1}/E_n$ tends to minus that eigenvalue. Because $1+M=D^{-1/2}(D+W)D^{-1/2}$ and $D+W=L$, condition G is equivalent to $w_k>-1$ for all $k$. Under G, $1+\lambda w_k>0$ on $0\le\lambda\le1$, no pole lies on that interval, and divergence can come only from $w_k\geq1$, with poles at negative $\lambda$.

The value at $\lambda=1$ also follows with no series at all. Take $H_0+V_1$ as the unperturbed operator. It is one-body and diagonal in the semicanonical orbitals, G makes $\Phi$ its nondegenerate ground state, its single-excitation energies are $\tilde f_a-\tilde f_i$, and ordinary second-order theory in $\mu V_2$ yields Eq.~\eqref{rSE}. The coefficient of $\mu^2$ exists whenever G holds; only its expansion about $\lambda=0$ may fail.

Two consequences follow when all weighted $w_k$ are positive. Each term of $E(1)$ is smaller in size than at $\lambda=0$, so $|E_{\rm rSE}|<|E_{\rm SE}|$. And the finite geometric sum $\sum_{n\le N'}(-w)^n=[1-(-w)^{N'+1}]/(1+w)$ gives for the partial sums $S_{N'}$
\begin{equation}
S_{N'}-E_{\rm rSE}=\sum_k\frac{g_k^2(-w_k)^{N'+1}}{1+w_k},
\label{bracket}
\end{equation}
negative for even $N'$ and positive for odd $N'$.

\noindent Q. Show me a divergent case in numbers, and show that the divergent coefficients still determine your answer.

\noindent A. Take two spinless fermions in five orbitals with round parameters, $\varepsilon=(-1,-0.5\,|\,-0.2,0.5,1)$~Ha and
\begin{equation}
v=\begin{pmatrix}
-0.20&0.05&0.05&0.04&-0.03\\
0.05&-0.15&0.06&-0.05&0.02\\
0.05&0.06&0.25&0.05&0.02\\
0.04&-0.05&0.05&0.10&0.04\\
-0.03&0.02&0.02&0.04&0.10
\end{pmatrix}\text{Ha}.
\end{equation}
With the pairs ordered $1\to3,4,5$ and $2\to3,4,5$,
\begin{align}
-E_{\rm SE}&=\tfrac{0.0025}{0.8}+\tfrac{0.0016}{1.5}+\tfrac{0.0009}{2}+\tfrac{0.0036}{0.3}+\tfrac{0.0025}{1}+\tfrac{0.0004}{1.5}=0.019408\ \text{Ha},\\
-E_{\rm diag}&=\tfrac{0.0025}{1.25}+\tfrac{0.0016}{1.8}+\tfrac{0.0009}{2.3}+\tfrac{0.0036}{0.7}+\tfrac{0.0025}{1.25}+\tfrac{0.0004}{1.75}=0.010652\ \text{Ha},
\end{align}
the second line using the diagonal $f=(-1.2,-0.65,0.05,0.6,1.1)$~Ha. For $2\to3$, $x=(0.25+0.15)/0.3=1.333$. Numerical diagonalization of the $6\times6$ matrix $M$ gives $w=0.1168$, $0.1791$, $0.1805$, $0.2751$, $0.5560$, $1.3550$. The recursion \eqref{rec} gives $E_0,\dots,E_5=-0.019408$, $0.016762$, $-0.019183$, $0.024433$, $-0.032335$, $0.043409$~Ha, then $E_{20}=-4.1105$~Ha and $E_{40}=-1789.1$~Ha. The quotient of the last two is 435, which is $1.3550^{20}$. At $\lambda=0.5$ the largest $\lambda w$ is 0.68 and the series sums to $-0.013980$~Ha. The blocks have eigenvalues $-1.2045$, $-0.6455$~Ha and $0.0452$, $0.6010$, $1.1037$~Ha, so G holds, and Eq.~\eqref{rSE} gives $E_{\rm rSE}=-0.01123855$~Ha.

In the model the insertion series diverges at $\lambda=1$, yet condition G holds and Eq.~\eqref{rSE} gives the finite value $E_{\rm rSE}=-0.01123855$~Ha. It remains to show that the divergent coefficients still determine this value, to establish what $E_{\rm rSE}$ does and does not represent, and to test the formulas on the magnesium atom.

All numerical values are calculated from the stated model.
